\section*{Vacuum alone does not converge a charged monolayer with compensating background}

\section{The result and the belief it contradicts}

Let a layer, periodic in its plane with cell area $A$, carry a net charge $qe$ per cell. The cell has height $L$, and a uniform background of total charge $-qe$ fills it. At fixed $A$, and for a layer charge whose density does not change with $L$,
\begin{equation}
E(L)=C+\frac{\pi Kq^2}{6A}\,L+\frac{2\pi K\,(qQ_2-p^2)}{A\,L}+\text{exponentially small terms},
\label{eq:main}
\end{equation}
where $K=e^2/(4\pi\varepsilon_0)=14.40$ eV\,\AA. Charge densities are measured in units of $e$; $p$ and $Q_2$ are the first and second moments along $z$ of the total charge of the layer, and $C$ does not depend on $L$. For $q\neq0$ the uncorrected energy then grows without limit as vacuum is added. If the layer polarizes, the linear term stays the same, but the offset and the decaying terms change.

The contrary belief is that a charged defect in a monolayer is treated like a neutral one: the cell is made taller until the energy stops changing. There are good reasons to expect this. Vacuum does separate a neutral layer from its images. The background makes the cell neutral, so the energy per cell is finite. The background also becomes more dilute as $L$ grows, which suggests that its influence fades. The first two statements are true. The third fails because the total background charge stays the same while its distance from the layer grows.

\section{Derivation}

Let $\rho(\mathbf r)$ be the charge density of the layer, held rigid for now, and $\rho(\mathbf G)$ its Fourier integral over one cell. The potential energy $\phi$ of a unit positive charge obeys $\nabla^2\phi=-4\pi K\rho_{\rm tot}$. The background cancels the $\mathbf G=0$ component of $\rho_{\rm tot}$ and changes no other, so $E=\frac12\int\rho_{\rm tot}\phi$ becomes
\begin{equation}
E=\frac{2\pi K}{AL}\sum_{\mathbf G\ne0}\frac{|\rho(\mathbf G)|^2}{G^2}.
\label{eq:def}
\end{equation}
Write $\mathbf G=(\mathbf k,G_z)$ and transform back along $z$ only:
\begin{equation}
E=\frac{K}{2A}\sum_{\mathbf k}\iint\rho_{\mathbf k}^*(z)\rho_{\mathbf k}(z')\,g_k(z-z')\,dz\,dz',\qquad
g_k(z)=\frac{4\pi}{L}\sum_{G_z}\frac{e^{iG_zz}}{k^2+G_z^2},
\end{equation}
with the term $G_z=0$ left out when $k=0$.

\textbf{In-plane variations, $k\neq0$.} Here $g_k$ solves $(k^2-d^2/dz^2)g_k=4\pi\sum_m\delta(z-mL)$. Each source contributes $(2\pi/k)e^{-k|z-mL|}$. Summing the geometric series over $m\neq0$ gives, for $|z|<L$,
\begin{equation}
g_k(z)=\frac{2\pi}{k}\left[e^{-k|z|}+\frac{2\cosh kz}{e^{kL}-1}\right].
\end{equation}
The second term is the coupling to the vertical images. It falls as $e^{-kL}$, and in a square cell of edge $a$ the slowest decay is $e^{-2\pi L/a}$. For these components the belief is correct.

\textbf{The planar average, $k=0$.} Now $g_0''=-4\pi(\delta(z)-1/L)$ within one period, and $g_0$ has zero mean. For $0<z<L$ the curvature is $4\pi/L$. The jump of the slope at the source is $-4\pi$, and by symmetry $g_0'(0^+)=-2\pi$. Hence $g_0=2\pi z^2/L-2\pi z+c$. The mean over the period is $2\pi L/3-\pi L+c=0$, so $c=\pi L/3$ and
\begin{equation}
g_0(z)=\frac{\pi L}{3}-2\pi|z|+\frac{2\pi z^2}{L},\qquad |z|\le L.
\label{eq:g0}
\end{equation}
Let $\lambda(z)=\rho_{\mathbf k=0}(z)$, with $\int\lambda\,dz=q$. Since
\begin{equation}
\iint\lambda(z)\lambda(z')(z-z')^2dz\,dz'=2(qQ_2-p^2),
\end{equation}
inserting $g_0$ gives
\begin{equation}
E_{k=0}=\frac{\pi Kq^2L}{6A}-\frac{\pi K}{A}\iint\lambda\lambda'|z-z'|\,dz\,dz'+\frac{2\pi K(qQ_2-p^2)}{AL}.
\end{equation}
The middle term does not depend on $L$. Together with the $e^{-k|z|}$ parts of the $k\ne0$ terms it forms $C$, and Eq.~\eqref{eq:main} follows.

The linear term is the energy of a field. A thin charged sheet with its background has the planar field $F(z)=(2\pi Kq/A)(1-2|z|/L)$ on either side. Its energy per cell is
\begin{equation}
\frac{A}{8\pi K}\int_{-L/2}^{L/2}F^2dz=\frac{A}{8\pi K}\left(\frac{2\pi Kq}{A}\right)^2\frac L3=\frac{\pi Kq^2L}{6A}.
\label{eq:field}
\end{equation}
Next to the layer the field is that of a charged plane, which does not weaken with distance. It ends only through the background, so added vacuum is filled with field.

\section{The refutation in numbers}

Take a square cell with $a=15$ \AA, so $A=225$ \AA$^2$, and two rigid Gaussian charges of $+1.5$ and $-0.5$, each with standard deviation 1 \AA, at heights 0.4 and 0.6 \AA\ and 1.2 \AA\ apart in the plane along a cell edge. Then $q=1$ and
\begin{align}
p&=1.5(0.4)-0.5(0.6)=0.30\ \text{\AA},\\
Q_2&=1.5(0.16+1)-0.5(0.36+1)=1.06\ \text{\AA}^2,
\end{align}
so that $qQ_2-p^2=0.97$ \AA$^2$. The predicted slope is $\pi(14.40)/(6\times225)=0.0335$ eV/\AA. Direct summation of Eq.~\eqref{eq:def} gives:

\begin{center}
\begin{tabular}{rcc}
$L$ (\AA) & $E$, summed (eV) & Eq.~\eqref{eq:main} (eV)\\
20 & 3.546 & 3.545\\
40 & 4.205 & 4.205\\
80 & 5.541 & 5.541\\
160 & 8.219 & 8.219
\end{tabular}
\end{center}

At 40 \AA\ the parts are $C=2.855$ eV, a linear term of 1.340 eV and a $1/L$ term of 0.010 eV. Doubling the height from 20 to 40 \AA\ raises the energy by 0.66 eV, and each further doubling raises it by more. The difference of 0.001 eV at 20 \AA\ is the remaining image coupling. For a point charge, the four shortest $\mathbf k$ contribute $(K/2A)\cdot4\cdot a\cdot2e^{-2\pi L/a}\approx0.0009$ eV.

A neutral pair, $+1$ and $-1$ at the same two positions, behaves as the belief expects. With $q=0$ and $p=-0.2$ \AA\ only $-2\pi Kp^2/(AL)$ remains, and the energy changes by 0.2 meV between 40 and 80 \AA.

\section{Three attempted rescues}

\textbf{Subtracting the host.} A formation energy contains the energy of the neutral host and $q$ times a band edge. For a neutral layer of fixed density the term $\pi L/3$ in Eq.~\eqref{eq:g0} drops out of both the energy and the potential. Both therefore approach constants, and neither can cancel a term linear in $L$.

\textbf{Screening by the layer.} Let the charge be a thin sheet at the centre of a slab of thickness $d$ and out-of-plane permittivity $\varepsilon$. Inside the slab the energy density in Eq.~\eqref{eq:field} is divided by $\varepsilon$. Since $\int_{-d/2}^{d/2}(1-2|z|/L)^2dz=(L/3)[1-(1-d/L)^3]$,
\begin{equation}
E=\frac{\pi Kq^2}{A}\left\{\frac L6-\left(1-\frac1\varepsilon\right)\frac L6\left[1-\left(1-\frac dL\right)^3\right]\right\}.
\end{equation}
For $L\gg d$ the subtracted part tends to $(1-1/\varepsilon)d/2$, a constant. Polarization changes the offset but not the limiting slope, because the field outside is set by the total charge, apart from a uniform part $4\pi Kp/(AL)$ due to the dipole of the layer, including any induced dipole. This part fades as $1/L$ and does not affect the limiting slope. With $\varepsilon=5$ and $d=6$ \AA, a numerical solution of Poisson's equation gives 0.93 eV at $L=40$ \AA\ instead of 1.34 eV, while the slope between 160 and 320 \AA\ is still 0.0335 eV/\AA.

\textbf{Aligning potentials.} The planar potential is $(K/A)\int\lambda(z')g_0(z-z')dz'$. To leading order in $L$ it is $\pi KqL/(3A)$ at the layer. At mid-vacuum $g_0(L/2)=\pi L/3-\pi L+\pi L/2=-\pi L/6$, so the potential there is $-\pi KqL/(6A)$. Referring the energy to one of these levels means subtracting $q$ times its value. The coefficient of $\pi Kq^2L/A$ then changes from $\frac16$ to $\frac16-\frac13=-\frac16$, or to $\frac16+\frac16=\frac13$. The computed slopes are $-0.0335$ and $+0.0670$ eV/\AA. One choice reverses the divergence and the other doubles it. The coefficient vanishes for a reference height where $g_0=\pi L/6$, namely $z=\frac12(1-\sqrt{2/3})L\approx0.092L$, a point that moves with $L$ and marks no physical level. It also vanishes if $q/2$ times the potential at the layer is subtracted, which amounts to subtracting the linear term of Eq.~\eqref{eq:main} itself.

\section{What does converge}

The height dependence can be removed by cutting the interaction off at $|z|=L/2$. If the charge is thinner than $L/2$, all pairs within the layer are kept and all vertical images are excluded. Write the prefactor of Eq.~\eqref{eq:def} as $K/(2AL)$, so that the kernel is $4\pi/G^2$. For $k\neq0$ this kernel becomes
\begin{equation}
\int_{-L/2}^{L/2}\frac{2\pi}{k}e^{-k|z|}e^{-iG_zz}dz=\frac{4\pi}{k^2+G_z^2}\left[1-e^{-kL/2}\cos\frac{G_zL}{2}\right],
\end{equation}
where $\sin(G_zL/2)=0$ was used. For $k=0$ one transforms $-2\pi|z|$ in the same way; its value at $G_z=0$ is $-\pi L^2/2$. The result is $C$, and it is 2.855 eV at every height in the table.

This is still not the energy $E_{\rm iso}$ of an isolated defect, because the lateral images remain. For a rigid, unscreened charge, $C$ is in real space the energy with the pair interaction
\begin{equation}
\sum_{\mathbf R}\frac1{|\mathbf u+\mathbf R|}-\frac1A\int\frac{d^2R}{R},
\end{equation}
with $\mathbf u=\mathbf r-\mathbf r'$, $\mathbf R$ the in-plane lattice vectors, and sum and integral cut off smoothly at the same large radius. Indeed, its planar average is $-2\pi|u_z|/A$. The term $\mathbf R=0$ gives $E_{\rm iso}$. In the others, contributions odd in $\mathbf u$ cancel between $\mathbf R$ and $-\mathbf R$, and the next ones fall as $R^{-3}$. For a square lattice, therefore,
\begin{equation}
C=E_{\rm iso}-\frac{MKq^2}{a}+O(a^{-3}),\qquad
M=-\frac12\left[\sum_{\mathbf n\ne0}\frac1n-\int\frac{d^2n}{n}\right].
\end{equation}

To evaluate $M$, split $1/n$ into $\mathrm{erfc}(\sqrt\pi n)/n$ and $\mathrm{erf}(\sqrt\pi n)/n$, and let $S=\sum_{\mathbf n\neq0}\mathrm{erfc}(\sqrt\pi n)/n$. The first part gives $S-2\pi\int_0^\infty\mathrm{erfc}(\sqrt\pi r)\,dr=S-2$. For the second, write $\mathrm{erf}(\sqrt\pi r)/r=(2/\sqrt\pi)\int_0^{\sqrt\pi}e^{-r^2t^2}dt$. Transforming the Gaussians shows that its planar Fourier transform at wave vector $2\pi\mathbf m$ is $\mathrm{erfc}(\sqrt\pi m)/m$. Poisson summation turns the full sum minus the integral into $S$, and removing the term $\mathbf n=0$, whose value is 2, leaves $S-2$. Hence $M=-\frac12(2S-4)=2-S=1.9501$.

For $a=15$ \AA\ the lateral term is $1.9501\times14.40/15=1.872$ eV, which raises 2.855 to 4.727 eV. The analytic isolated energy is 4.737 eV. Doubling $a$ reduces the remaining error by a factor of 8.0, as the cubic law requires.

This lateral law is limited to a rigid, unscreened charge. In a thin layer that polarizes in its plane, the kernel $2\pi/k$ becomes $2\pi/[k(1+r_0k)]$ for $k\ne0$, with a screening length $r_0$, while the $k=0$ term is not screened. Expanding in $r_0k$ gives a constant $-2\pi r_0$ that is absent at $k=0$, so $C$ gains a term $\pi Kq^2r_0/a^2$ when $a\gg r_0$. When $a$ is not large compared with $r_0$, which reaches tens of \AA\ in semiconducting monolayers, $MKq^2/a$ strongly overestimates the lateral correction.

The order of limits is now clear. If all edges grow together around a rigid charge, with $L=ca$ and $A=a^2$,
\begin{equation}
E-E_{\rm iso}\simeq\frac{Kq^2}{a}\left(\frac{\pi c}{6}-M\right),
\end{equation}
apart from terms of order $a^{-3}$ and an image coupling of about $4e^{-2\pi c}Kq^2/a$ for $c\ge1$. The error vanishes as $1/a$, though slowly: for $c=2$ the error is $-0.65$ eV at $a=20$ \AA\ and $-0.32$ eV at 40 \AA.

The bracket is zero at $c=6M/\pi=3.72$. This can make added vacuum look helpful. At $a=15$ \AA\ the energy lies 0.53 eV below $E_{\rm iso}$ for $L=40$ \AA, crosses it near 56 \AA, and lies 0.80 eV above it at 80 \AA. The crossing is a cancellation of two errors, and its position was derived for a rigid, unscreened charge.

\section{Where the linear law ends}

Equation~\eqref{eq:main} assumes that the charge stays on the layer. For $q>0$ the planar field draws electrons towards the layer. For $q<0$ it pushes them away: an electron at a thin layer lies higher than at mid-vacuum by
\begin{equation}
\frac{\pi K|q|L}{A}\left(\frac13+\frac16\right)=\frac{\pi K|q|L}{2A}.
\end{equation}
When this equals the binding energy $I$ of the electron in the neutral layer, at $L\approx2AI/(\pi K|q|)$, the vacuum begins to compete. This counts only the planar average of the layer's field. An excess charge localized in the plane also raises the level through its $k\ne0$ components, by an amount that does not depend on $L$ apart from exponentially small terms; $I$ must then be reduced by that amount, and the escape comes earlier.

As an illustration, take $A=225$ \AA$^2$, a layer charge with $q=-1$, uniform in the plane and Gaussian along $z$ with standard deviation 1 \AA, and a Gaussian well of depth 5 eV and standard deviation 1.5 \AA, for which $I=3.26$ eV. The estimate is $2\times225\times3.26/(\pi\times14.40)\approx32$ \AA. Two effects delay the escape: the layer charge and the electron's own distribution both have a finite thickness, which lowers the electron's energy in the field of the layer, and confinement in the parabolic vacuum well costs zero-point energy. Including both to leading order gives 39.1 \AA. Diagonalizing the one-electron Hamiltonian gives 39.3 \AA, and within 2 \AA\ on either side the ground state passes from the layer to the vacuum.

The field of the layer was kept frozen here and includes the departing electron's own charge, as in a mean-field calculation. The crossing therefore marks where a first small fraction of the charge can leave in such a calculation, and does not describe the self-consistent state beyond it. There the energy need no longer follow the linear law, but it is then the energy of a layer that has lost charge to the vacuum, not of the intended defect. The individual values are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
K = e^2/(4 pi eps0): 14.3996 eV A
cell edge: 15.0 A, area: 225.0 A^2, net charge: +1.0 e
Gaussian charges: +1.5, -0.5 e, width 1.0 A
positions (x,y,z): [0.0, 0.0, 0.4], [1.2, 0.0, 0.6] A
q*Q2 - p^2: 0.9700 e^2 A^2
predicted slope: 0.03351 eV/A
L (A) | uncorrected E (eV) | formula (eV) | truncated E (eV)
   20 | 3.5457 | 3.5447 | 2.8550
   30 | 3.8733 | 3.8733 | 2.8550
   40 | 4.2051 | 4.2051 | 2.8550
   80 | 5.5406 | 5.5406 | 2.8550
  160 | 8.2190 | 8.2190 | 2.8550
slope from E at 80 and 160 A: 0.03348 eV/A
rise of E from 20 to 40 A: 0.6595 eV
neutral pair, change of E from 40 to 80 A: 0.2010 meV
slope after alignment at layer: -0.03351 eV/A
slope after alignment at mid-vacuum: 0.06702 eV/A
dielectric slab: eps 5.0, thickness 6.0 A
sheet energy at L = 40 A, unscreened: 1.3404 eV
sheet energy at L = 40 A, screened: 0.9266 eV
screened slope, 160 to 320 A: 0.03345 eV/A
planar lattice constant M: 1.950132
isolated energy: 4.7370 eV
a = 15 A: truncated 2.8550 eV, with lateral term 4.7271 eV
a = 30 A: truncated 3.7997 eV, with lateral term 4.7358 eV
ratio of remaining errors, 15 to 30 A: 8.043
L = 2a, a = 10 A: error -1.2900 eV
L = 2a, a = 20 A: error -0.6488 eV
L = 2a, a = 40 A: error -0.3249 eV
L/a at which the leading error cancels: 3.7245
error there for a = 40 A: -0.151 meV
electron well: depth 5.0 eV, range 1.5 A
binding energy in neutral layer: 3.262 eV
escape height, simple estimate: 32.4 A
escape height, with thickness and confinement: 39.1 A
escape height, from diagonalization: 39.3 A
layer weight 2 A below / above it: 1.000 / 0.001
\end{verbatim}
